Optimal Linear Mixing for a Dielectric Spectrum Between 1 and 12

**Problem**

A self-consistent calculation looks for an electron density n* that reproduces itself. From an input density n one builds the potential, solves the one-electron problem, fills the lowest orbitals and obtains an output density F[n]. The solution satisfies n* = F[n*]. Linear mixing moves a fraction α of the way from input to output:

n_new = n + α(F[n] − n).

The number α is the same for all components of the density and for all iterations. Near the solution, the response of the electrons is described by a dielectric operator ε. Its eigenvalues λ are real, lie between 1 and 12, and reach both ends.

(a) Which α makes the slowest error decay as fast as possible?
(b) By what factor is that error multiplied in each iteration?
(c) How many iterations reduce it by a factor of 10⁶?

**A first estimate by scaling**

Suppose that an error e in the density produces a residual F[n] − n of about −λe. The residual then overstates the needed correction by a factor λ. For the strongest response, λ = 12, the right correction is one twelfth of the residual, so

α ~ 1/12 ≈ 0.083.

A larger α overshoots in this component. The weakest response, λ = 1, then loses one twelfth of its error per iteration and keeps

1 − 1/12 ≈ 0.917.

A decay by one factor of e takes about 12 iterations. Since ln 10⁶ ≈ 13.8, the millionfold reduction takes about 12 × 13.8 ≈ 166 iterations. The estimate rests on the assumed form of the residual and on the decision to avoid any overshoot. The first has to be derived, and the second has to be questioned.

**Exact solution: the error equation**

Hartree atomic units are used in the derivations. Write n = n* + e with a small error e. With the Hartree interaction alone, the potential energy of an electron changes by

δV = Ke,

where K is the Coulomb kernel. For a density wave of wavevector q, K multiplies by 4π/q², which is positive. The uniform component, q = 0, is cancelled by the neutralizing background.

The electrons answer with a density change χ0 δV, where χ0 is the response of independent electrons. To first order,

F[n* + e] = n* + χ0Ke.

Subtracting the input density gives the residual:

F[n] − n = n* + χ0Ke − n* − e = −(1 − χ0K)e = −εe, with ε = 1 − χ0K.

This is the form assumed in the estimate. Inserting it into the mixing rule gives

e_new = e − αεe = (1 − αε)e.

An error that is an eigenvector of ε with eigenvalue λ is therefore multiplied by 1 − αλ in each iteration.

**Why the eigenvalues are real and not below 1**

Take an insulator with real orbitals φ, occupied ones labelled v and empty ones labelled c, with energies E and two electrons in each occupied orbital. First-order perturbation theory gives

δφ_v = Σ_c φ_c ⟨c|δV|v⟩/(E_v − E_c) + admixtures of occupied orbitals.

The admixtures of occupied orbitals only rotate the filled space and leave the density unchanged. The density is 2 Σ_v φ_v², so its change is 4 Σ_v φ_v δφ_v:

δn(x) = 4 Σ_vc φ_v(x)φ_c(x) ⟨c|δV|v⟩/(E_v − E_c).

One factor 2 counts the electrons and the other comes from differentiating the square. Multiplying by δV(x) and integrating gives

∫ δV χ0 δV dx = 4 Σ_vc ⟨c|δV|v⟩²/(E_v − E_c) ≤ 0,

because each E_v lies below each E_c. The kernel of χ0 is the product φ_v(x)φ_c(x)φ_v(x′)φ_c(x′) divided by an energy difference and summed, so it is symmetric in x and x′.

The product χ0K need not be symmetric, but a change of variable repairs this. For errors that carry no net charge, K is positive and has a square root. Put y = K^(1/2) e. Then

K^(1/2) εe = K^(1/2) e − K^(1/2) χ0 K^(1/2) K^(1/2) e = Ay,

A = 1 − K^(1/2) χ0 K^(1/2).

The operator A is symmetric, so its eigenvalues are real and its eigenvectors orthogonal. Since χ0 is non-positive, A is the unit operator plus a non-negative one, and λ ≥ 1. The operators ε and A have the same eigenvalues, because they differ only by the change of variable.

The squared length of y is ∫ e Ke dx, twice the electrostatic energy of the error density. In this electrostatic norm the components of the error decay independently. The residual has components −λy there, so for λ ≥ 1 the error is never larger than the residual within the linear regime. A small residual in this norm is thus a safe sign of a small error.

Values of λ near 1 belong to short waves. An electron scattered by a wave of large q gains an energy of about q²/2. A potential V cos(qx) changes its orbital by the relative amount −(2V/q²) cos(qx), and the density by twice that relative amount. Hence χ0 ≈ −4n/q², where n is the mean density, and

λ − 1 ≈ (4n/q²)(4π/q²) = 16πn/q⁴.

Short waves are hardly screened. The large eigenvalues belong to long waves, for which the Coulomb kernel is strong.

**Minimizing the worst factor**

The factor 1 − αλ is a straight line in λ. Its modulus over an interval is largest at one of the ends, so the worst factor is

r(α) = max(|1 − α|, |1 − 12α|).

A lower bound valid for every α follows from a combination in which α drops out:

12(1 − α) − (1 − 12α) = 12 − 12α − 1 + 12α = 11.

Neither bracket exceeds r in modulus, so the left side is at most 12r + r = 13r. Therefore

r ≥ 11/13.

Equality requires the first bracket to be +r and the second to be −r:

1 − α = 12α − 1, so 13α = 2 and α = 2/13 ≈ 0.154.

Both moduli are then 11/13, so the bound is attained, and by this one α alone. The answers to (a) and (b) are

α = 2/13 ≈ 0.154, r = 11/13 ≈ 0.846.

The factor 0.846 is the part of the error that remains. An iteration removes 15.4 % of the slowest error.

The two ends behave differently. At λ = 1 the factor is +11/13, and the error creeps toward zero from one side. At λ = 12 it is −11/13, and the error changes sign in each iteration. The optimum accepts this overshoot because a larger α helps the slow component at the other end.

For (c), N iterations must satisfy (11/13)^N ≤ 10⁻⁶. Taking logarithms, and noting that ln(11/13) is negative,

N ≥ ln(10⁶)/ln(13/11) = 13.816/0.16705 = 82.7,

so N = 83.

**Comparison of the estimate with the solution**

The estimate α ~ 1/12 is 13/24 of the optimal value, and its 166 iterations are twice the 83 needed. The exact count at α = 1/12 is 159, because ln(12/11) is slightly larger than 1/12. The origin of the factor two becomes clear for a general spectrum from 1 to κ. The same argument with 12 replaced by κ gives

α = 2/(κ + 1), r = (κ − 1)/(κ + 1).

For large κ,

−ln r = ln(1 + 1/κ) − ln(1 − 1/κ) ≈ 2/κ,

whereas α = 1/κ gives −ln(1 − 1/κ) ≈ 1/κ. Scaling finds the correct proportionality of N to κ. The permitted overshoot nearly doubles α and halves the number of iterations.

In the opposite limit, κ → 1, the optimum tends to α = 1 and r to zero. Without screening, the output density is already the solution to first order.

The optimum is not symmetric. Below 2/13 the worst factor is 1 − α, which changes with slope −1. Above it the worst factor is 12α − 1, with slope 12. Even rounding upward to α = 0.154 raises the worst factor to 12 × 0.154 − 1 = 0.848. Convergence is lost when 12α − 1 reaches 1, at α = 2/12 ≈ 0.167. An uncertain α should therefore be taken too small rather than too large.

**A worked case**

Consider identical one-dimensional chains standing side by side, with their charge averaged over the lateral directions. Each chain has two electrons per cell of length 0.25 nm. The self-consistent potential is a cosine of amplitude 4 eV, which gives an orbital gap of 3.99 eV. The supercell holds 16 cells on 128 grid points. The number of chains per area is set so that the largest eigenvalue of ε is 12, which requires 25.63 chains per nm². This puts the chains about 0.2 nm apart, where real chains would overlap; the model ignores all lateral motion of the electrons. The mean density follows:

25.63 nm⁻² × 2/(0.25 nm) = 205 nm⁻³.

The external potential is chosen so that the fixed point is known, while F[n] is evaluated by full diagonalization for each input density. Differentiating this nonlinear map numerically reproduces every element of 1 − χ0K to within 3 × 10⁻⁹. The eigenvalues run from 1.00000 to 12.00000. The lower end is the uniform density, on which K gives zero. On this grid the softest neutral error has λ = 1.0018, close enough to 1 to leave the optimum unchanged at three digits. A numerical search over α, using the spectrum of the differentiated map, gives α = 0.153846 and a worst factor of 0.846154.

The nonlinear iteration was then started from a small mixture of the softest neutral and the stiffest error. Its mean factor per iteration, measured between iterations 20 and 40 in the electrostatic norm, is:

α = 0.05: predicted 0.950, found 0.950
α = 0.10: predicted 0.900, found 0.900
α = 2/13: predicted 0.846, found 0.846
α = 0.16: predicted 0.920, found 0.920
α = 0.17: predicted 1.040, found 1.040

The last error grows, as it must beyond 0.167. At α = 0.10 a millionfold reduction needs 132 iterations in place of 83.

The factor 11/13 holds only asymptotically, after many iterations, when errors are measured by the ordinary sum of squares of the density. Since ε is not symmetric in that measure, its eigenvectors are not orthogonal, and large components can cancel at first and cease to cancel one step later. In this model a single linear step at α = 2/13 can enlarge the ordinary norm by a factor of up to 4.8, although every component shrinks. This factor belongs to the 16-cell supercell; for 32 cells it is about 10. In the electrostatic norm the bound holds at each linear step. A small random neutral error gave a largest step factor of 0.8459 in 30 iterations, just below 11/13.

**How large may the starting error be?**

The result is local. The nonlinear iteration was also started from the stiffest error alone, with α = 2/13 and its peak set to a given fraction of the mean density. For 0.01 %, the error after 83 iterations is 9.51 × 10⁻⁷ of its initial value, equal to (11/13)⁸³ at this precision. For 0.1 % the ratio is 9.60 × 10⁻⁷. For 0.5 % the run still converges, with a ratio of about 1.3 × 10⁻⁶, while for 0.7 % the ratio after 83 iterations is about 68. For 1 % the first iteration multiplies the error by about 14.5, and after 83 iterations it is roughly 80 times its initial value. Both figures shift slightly with the position of the wave relative to the lattice, between 14.4 and 14.6 and between 79 and 83.

An estimate shows why so small a density error can be large in effect. One per cent of the mean density is 2.05 nm⁻³. If all of it belonged to one wave as long as the supercell, 4 nm, then q = 2π/(4 nm) = 1.57 nm⁻¹. With e/ε₀ = 18.1 V nm, where ε₀ is the vacuum permittivity, the potential energy amplitude would be

18.1 × 2.05/1.57² ≈ 15 eV.

The actual error also contains shorter waves, which take up most of the peak density but produce little potential. The long wave carries about 0.235 of the peak, and the potential amplitude is 3.5 eV. Its swing from trough to crest, 7.0 eV, exceeds the 4 eV gap, and first-order perturbation theory cannot be trusted there. Continued to 400 iterations, the run does not converge: the error ratio keeps jumping, with values near 38, 79 and 86.

**Which waves are present**

The spectrum depends on the cell as well as on the material. If the error repeats in every 0.25 nm cell, the long waves are absent. The largest eigenvalue for such errors in the same model is 1.774, and the formulas for general κ give

α = 2/2.774 = 0.721, r = 0.774/2.774 = 0.279.

A mixing value suited to the small cell would diverge in the supercell, where the limit is 0.167.

Doubling the supercell to 32 cells, with potential and chain density held fixed, admits a wave twice as long. The largest eigenvalue rises to 12.91. At α = 2/13 its factor has the modulus

|1 − 2 × 12.91/13| = 0.986,

so convergence nearly stops. The limit at this α is λ = 2/α = 13. If the shortfall from the long-wave limit is proportional to q², doubling the length reduces it to a quarter. The rise of 0.91 is then three quarters of the original shortfall, and the limit is 12.91 + 0.91/3 ≈ 13.2. Direct evaluation bears this out: the largest eigenvalue is 13.09 for 48 cells, 13.16 for 64 and 13.23 for 256, so these supercells diverge at α = 2/13.

A metal has no such limit. A slowly varying potential δV changes its density by −D δV, where D is the density of states at the Fermi level per volume. Then λ ≈ 1 + 4πD/q². With q = 2π/L for a cell of length L, this becomes 1 + DL²/π. The number of iterations at the optimal α then grows as L², which is the reason for damping long waves more strongly than short ones.

**Comparison with silicon**

The parameters are of the same order as those of silicon, whose dielectric constant is roughly 12, whose valence density is roughly 200 electrons per nm³, and whose average optical gap is roughly 4 to 5 eV. Its smallest gap, roughly 1.1 eV, is far below the 3.99 eV between the filled and empty orbitals of the model. The model also lacks silicon's three-dimensional bands, so its supercell lengths should not be transferred to silicon.

Nor is the dielectric constant the same quantity as the largest eigenvalue. For Hartree screening, the macroscopic constant at a given wave is 1/(A⁻¹)_qq, the reciprocal of a weighted mean of 1/λ. It cannot exceed the largest λ. In the model it is 9.56 at the longest wave of the 16-cell supercell, where the largest eigenvalue is 12. A material with a dielectric constant of 12 may thus have a larger top eigenvalue and need a smaller α.

Exchange and correlation change the kernel as well. Adding local-density exchange to the model, with orbitals and density held fixed, moves the spectrum to 0.968–11.80. The attraction brings some eigenvalues below 1, and the worst factor at α = 2/13 becomes 1 − 0.1538 × 0.968 = 0.851. This shift is small beside the effect of doubling the supercell. Correlation is left out of this figure.

For fixed scalar mixing, α = 2/13 is thus the best choice when the spectrum is known to fill the interval from 1 to 12. If the eigenvalues are merely known to lie inside it, 11/13 remains a guaranteed bound near the solution, and a narrower spectrum has a smaller worst factor at its own best α. Most of the values quoted for the model are collected in the numerical output below.

Computed values

```
Period: 0.25 nm; cells: 16; grid points: 128
Cosine amplitude: 4.00 eV
Orbital gap: 3.993 eV
Chains per area: 25.630 nm^-2
Mean electron density: 205.0 nm^-3
Numerical eigenvalue range: 1.00000 to 12.00000 (dimensionless)
Softest neutral eigenvalue: 1.00179 (dimensionless)
Largest Jacobian difference: 3.0e-09 (dimensionless)
Optimal mixing, formula: 0.153846 (dimensionless)
Optimal mixing, search: 0.153846 (dimensionless)
Worst error factor, formula: 0.846154 per iteration
Worst error factor, search: 0.846154 per iteration
Error removed in worst mode: 15.4 %
Worst factor at rounded mixing 0.154: 0.848
Upper mixing limit for convergence: 0.1667
Eigenvalue limit at optimal mixing: 13.00
Mixing 0.0500: predicted factor 0.9500, nonlinear run 0.9499
Mixing 0.1000: predicted factor 0.9000, nonlinear run 0.8998
Mixing 0.1538: predicted factor 0.8462, nonlinear run 0.8462
Mixing 0.1600: predicted factor 0.9200, nonlinear run 0.9200
Mixing 0.1700: predicted factor 1.0400, nonlinear run 1.0400
Largest step factor, electrostatic norm, random start: 0.8459
Worst possible step factor, plain density norm: 4.8141
Iterations for 1e-6 at optimal mixing: 83
Iterations for 1e-6 at mixing 0.10: 132
Linear prediction after 83 iterations: 9.512e-07
Initial peak error 0.01 % of mean density: first factor 0.8462, error ratio after 83 steps 9.513e-07
Initial peak error 0.10 % of mean density: first factor 0.8491, error ratio after 83 steps 9.596e-07
Initial peak error 1.00 % of mean density: first factor 14.4841, error ratio after 83 steps 7.959e+01
With local exchange, eigenvalue range: 0.9684 to 11.8029
With local exchange, worst factor at 2/13: 0.8510
Doubled supercell, largest eigenvalue: 12.9078
Doubled supercell, worst factor at 2/13: 0.9858
Cell-periodic errors only, largest eigenvalue: 1.7736
Cell-periodic errors only, optimal mixing: 0.7211
Cell-periodic errors only, worst factor: 0.2789
```
